\section*{Scattering at a wire junction and transmission past a dead-end stub}

\section{Problem}

An electron moves freely along thin wires that meet at a point, the vertex. On each wire a coordinate $y\ge 0$ measures the distance from the vertex. In Hartree atomic units the wave function on every wire obeys
\begin{equation}
-\frac12\psi''=E\psi,\qquad E=\frac{k^2}{2},\qquad k>0 .
\end{equation}
The vertex is ideal in the following sense: the wave function has one common value there, and the derivatives taken outward along the wires add up to zero,
\begin{equation}
\psi_1(0)=\dots=\psi_v(0)\equiv\Phi,\qquad \sum_{i=1}^{v}\psi_i'(0)=0 .
\label{eq:vertex}
\end{equation}
These conditions conserve probability. The outward current on wire $i$ is $\operatorname{Im}(\psi_i^*\psi_i')$, and at the vertex the currents sum to $\operatorname{Im}(\Phi^*\sum_i\psi_i')=0$.

\begin{enumerate}
\item Waves of amplitudes $a_j$ arrive at a vertex of $v$ wires. Find the amplitudes $b_i$ of the waves that leave it.
\item An infinite wire carries one side stub of length $L$, closed by a hard wall, so that $\psi=0$ at its end. Find the probability $T$ that an electron sent along the wire passes the stub. Where is $T$ zero, and where is it one?
\item Evaluate $T$ for $L=10$ bohr and $k=0.25$ per bohr.
\end{enumerate}

The wires have no width in this model. The ideal vertex is what a T-junction of narrow strips tends to when the side walls impose a zero normal derivative. It does not describe strips of width $W$ with hard side walls, where $\psi=0$. There, with $k$ the wave number along the strip in the lowest transverse mode, the transmission at fixed $kL$ falls roughly as $(W/L)^2$ and is below $0.01$ for $kL=2.5$ and $L\approx20W$. The lengths in part 3 are round parameters and do not describe a particular material.

\section{A first estimate by scaling}

The equation $\psi''=-k^2\psi$ contains one length, $1/k$. The stub adds a second, $L$. The vertex conditions and the wall condition contain none. Since $T$ is a pure number, it can depend on $k$ and $L$ through the product $kL$ alone.

Consider a short stub, $kL\ll1$. The wall holds the wave function at zero a small distance from the vertex, so $\Phi$ must be small and nearly everything is reflected. For unit incoming amplitude the wave on the first wire is then close to $e^{-iky}-e^{iky}=-2i\sin ky$, whose slope at the vertex has modulus $2k$. The transmitted wave has slope of modulus $k|\Phi|$, which is negligible beside $2k$. The stub must therefore balance the slope $2k$. Over its short length the stub function is nearly a straight line falling from $\Phi$ to zero, with slope of modulus $|\Phi|/L$. Hence
\begin{equation}
\frac{|\Phi|}{L}\approx 2k,\qquad |\Phi|\approx 2kL,\qquad T=|\Phi|^2\approx 4(kL)^2 .
\end{equation}
The last relation holds because the transmitted wave $te^{iky}$ equals $t$ at the vertex, so $t=\Phi$.

The same estimate serves for longer stubs. Let $kL=n\pi+\delta$ with integer $n$ and small $\delta$. The stub function is proportional to
\begin{equation}
\sin k(L-y)=\sin(n\pi+\delta-ky)=(-1)^n\sin(\delta-ky).
\end{equation}
At the vertex its ratio of slope to value has the modulus found for a short stub of length $|\delta|/k$. The rest of the graph is affected by this ratio alone, and so
\begin{equation}
T\approx4\delta^2,\qquad |\delta|\ll1 .
\label{eq:estimate}
\end{equation}
This predicts a zero of $T$ at every $kL=n\pi$ with $n\ge1$. The estimate reaches one at $|\delta|=1/2$ and must have failed by then. Each dip should thus have a full width of about $1$ in $kL$, or $1/L$ in $k$. For $L=10$ bohr that is $0.1$ per bohr. The estimate does not say what happens between the dips.

\section{Exact solution}

\subsection{The vertex matrix}

On wire $i$ the general solution is
\begin{equation}
\psi_i(y)=a_ie^{-iky}+b_ie^{iky}.
\end{equation}
With $y$ pointing outward, the first term travels toward the vertex and the second away from it. Continuity gives
\begin{equation}
a_i+b_i=\Phi\quad\text{for every }i .
\label{eq:cont}
\end{equation}
Since $\psi_i'(0)=ik(b_i-a_i)$ and $k\neq0$, the derivative condition becomes $\sum_i(b_i-a_i)=0$. Inserting $b_i=\Phi-a_i$ gives
\begin{equation}
\sum_{i=1}^{v}(\Phi-2a_i)=v\Phi-2\sum_{j=1}^{v}a_j=0,
\qquad \Phi=\frac2v\sum_{j=1}^{v}a_j .
\end{equation}
Returning to \eqref{eq:cont},
\begin{equation}
b_i=\frac2v\sum_{j=1}^{v}a_j-a_i=\sum_{j=1}^{v}\sigma_{ij}a_j,
\qquad \boxed{\sigma_{ij}=\frac2v-\delta_{ij}} .
\label{eq:sigma}
\end{equation}
Here $\delta_{ij}$ is the Kronecker symbol. The wave number has cancelled, as it must, because the vertex supplies no length with which $k$ could be compared.

To check unitarity, let $J$ be the $v\times v$ matrix whose entries are all one, so that $J^2=vJ$. Then
\begin{equation}
\sigma^2=\left(\frac2vJ-1\right)^2=\frac4{v^2}\,vJ-\frac4vJ+1=1 .
\end{equation}
As $\sigma$ is real and symmetric, $\sigma^\dagger\sigma=\sigma^2=1$.

For $v=1$ the wave is reflected with factor $+1$, which is the free end $\psi'=0$. For $v=2$ the reflection vanishes and the transmission is one, since the two wires form one smooth wire. For $v=3$ the reflection amplitude is $-1/3$ and the amplitude into each other wire is $2/3$. The probabilities are $1/9+4/9+4/9=1$.

\subsection{The stub}

Let wire 1 bring in the electron, wire 2 carry it away, and wire 3 be the stub. Then $a_1=1$, $a_2=0$ and $b_2=t$. The hard wall requires
\begin{equation}
a_3e^{-ikL}+b_3e^{ikL}=0,\qquad a_3=\rho b_3,\qquad \rho=-e^{2ikL}.
\end{equation}
The exponential is the phase of the way to the wall and back, and the minus sign comes from the reflection there. The third row of $\sigma$ gives
\begin{equation}
b_3=\frac23-\frac13a_3=\frac23-\frac{\rho}{3}b_3,
\qquad b_3=\frac{2/3}{1+\rho/3}=\frac{2}{3+\rho}.
\label{eq:b3}
\end{equation}
The denominator cannot vanish because $|\rho|=1$. The second row then gives
\begin{equation}
t=\frac23+\frac23\rho b_3
=\frac{2(3+\rho)+4\rho}{3(3+\rho)}
=\frac{2(1+\rho)}{3+\rho}.
\label{eq:trho}
\end{equation}
Write $\theta=kL$ and take $e^{i\theta}$ out of both brackets:
\begin{align}
1+\rho&=e^{i\theta}\left(e^{-i\theta}-e^{i\theta}\right)=-2i\,e^{i\theta}\sin\theta,\\
3+\rho&=e^{i\theta}\left(3e^{-i\theta}-e^{i\theta}\right)
=e^{i\theta}\left(2\cos\theta-4i\sin\theta\right).
\end{align}
The common factor cancels. Multiplying numerator and denominator by $i/2$ gives
\begin{equation}
t=\frac{-4i\sin\theta}{2\cos\theta-4i\sin\theta}
=\frac{2\sin\theta}{2\sin\theta+i\cos\theta}.
\label{eq:t}
\end{equation}
The modulus squared is
\begin{equation}
T=\frac{4\sin^2kL}{4\sin^2kL+\cos^2kL},
\end{equation}
and for $\sin kL\ne0$ division by $\sin^2kL$ yields
\begin{equation}
\boxed{T=\frac{4}{4+\cot^2kL}} .
\label{eq:T}
\end{equation}
Where $\sin kL=0$, the form with sines gives $T=0$, which is also the limit of \eqref{eq:T}.

Continuity on wire 1 reads $1+r=\Phi=t$, so $r=t-1$ and
\begin{equation}
R=|t-1|^2=\frac{\cos^2kL}{4\sin^2kL+\cos^2kL}=1-T .
\end{equation}

\subsection{Zeros, maxima and the wave in the stub}

Transmission is perfect when $\cos kL=0$, that is, at $kL=(n+\tfrac12)\pi$ with $n\ge0$. There $\rho=+1$: the wave returns from the stub as it would from a free end at the vertex. The stub function then has zero slope at the vertex and takes no part in the balance of derivatives, so the wire behaves as if the stub were absent.

Transmission vanishes at $kL=n\pi$ with $n\ge1$. The corresponding energies $n^2\pi^2/(2L^2)$ are the levels of the stub when it is cut off and closed by hard walls at both ends. Equation \eqref{eq:trho} shows the cancellation. With $\rho=-1$ one has $b_3=1$, and the direct amplitude $2/3$ meets the amplitude $\tfrac23\rho b_3=-2/3$ that has visited the stub.

The stub is not empty at such a zero. Its wave function is
\begin{equation}
\psi_3=b_3\left(e^{iky}-e^{2ikL}e^{-iky}\right)=A\sin k(L-y),\qquad A=-2i\,e^{ikL}b_3 ,
\end{equation}
as one sees by taking $e^{ikL}$ out of the bracket. From \eqref{eq:b3},
\begin{equation}
|A|=\frac{4}{|3+\rho|}=\frac{4}{\sqrt{4\cos^2kL+16\sin^2kL}}=\frac{2}{\sqrt{1+3\sin^2kL}} .
\label{eq:A}
\end{equation}
The amplitude is largest, $|A|=2$, where $T=0$, and smallest, $|A|=1$, where $T=1$. At a zero the standing wave in the stub has a node at the vertex, so nothing is passed to the outgoing wire.

\subsection{Another wall and another vertex}

If the stub has a soft end, $\psi'(L)=0$, the reflection there has no minus sign and $\rho=e^{2ikL}=-e^{2i(kL+\pi/2)}$. The whole calculation holds with $kL$ replaced by $kL+\pi/2$. Since $\cot(kL+\pi/2)=-\tan kL$,
\begin{equation}
T_{\text{soft}}=\frac{4}{4+\tan^2kL} .
\end{equation}
Zeros and maxima change places. A very short soft stub lets everything pass, while a very short hard one blocks the wire.

The result also depends on the vertex. A point potential at the junction replaces the derivative condition by $\sum_i\psi_i'(0)=\alpha\Phi$, with real $\alpha$ of dimension one over length. Current is still conserved. For $\sin kL\neq0$ the stub function is $t\sin k(L-y)/\sin kL$, with slope $-kt\cot kL$ at the vertex. The slopes on wires 1 and 2 are $ik(r-1)=ik(t-2)$ and $ikt$. Therefore
\begin{equation}
ik(t-2)+ikt-kt\cot kL=\alpha t,
\qquad
t=\frac{2}{2+i\left(\cot kL+\alpha/k\right)} .
\end{equation}
For $\alpha=0$ this is \eqref{eq:t} again, obtained by direct matching without the vertex matrix. For $\alpha\ne0$ perfect transmission moves to $\cot kL=-\alpha/k$. Since $kL\cot kL<1$ for $0<kL<\pi$, this equation has no root below the first zero when $\alpha L\le-1$. For $\alpha L<-1$ the transmission there peaks below one, at $0.717$ for $\alpha L=-2$. The zeros stay at $kL=n\pi$, because there continuity alone gives $t=A\sin kL=0$. Formula \eqref{eq:T} is thus accurate at every $kL$ if $|\alpha|/k\ll1$. At low energy this condition fails, but for $kL\ll1$ one has $\cot kL+\alpha/k\approx(1+\alpha L)/(kL)$, and it is then enough that $|\alpha|L\ll1$.

\section{Numbers}

For $L=10$ bohr and $k=0.25$ per bohr, the energy is $E=0.25^2/2=0.03125$ hartree, or $0.850$ eV, and $kL=2.5$. Then $\cot 2.5=-1.3386$, $\cot^2 2.5=1.7920$ and
\begin{equation}
T=\frac{4}{4+1.7920}=0.6906,\qquad R=0.3094 .
\end{equation}
With $\sin2.5=0.5985$, equation \eqref{eq:A} gives $|A|=2/\sqrt{1+3(0.5985)^2}=1.389$.

The amplitude can also be built up path by path. Because $|\rho/3|=1/3<1$, the fraction in \eqref{eq:b3} expands into a convergent geometric series:
\begin{equation}
t=\frac23+\frac23\,\rho\left[1+\left(-\frac\rho3\right)+\left(-\frac\rho3\right)^2+\dots\right]\frac23 .
\end{equation}
The electron passes directly, or enters the stub ($2/3$), returns ($\rho$) and leaves ($2/3$), with any number of further rounds, each costing $-\rho/3$. Keeping $0,1,2,3,4$ and $6$ detour terms gives $|t|^2=0.444$, $0.474$, $0.699$, $0.719$, $0.695$ and $0.690$. The approach is not monotonic, since each term has its own phase. The error of the amplitude after $N$ detour terms is
\begin{equation}
\frac49\,\frac{3^{-N}}{|1+\rho/3|}\le\frac23\,3^{-N},
\end{equation}
because $|1+\rho/3|\ge2/3$.

The first perfect transmission lies at $k=\pi/(2L)=0.1571$ per bohr, or $E=0.01234$ hartree ($0.336$ eV). The first zero at positive energy lies at twice this $k$ and four times this energy, $0.04935$ hartree ($1.343$ eV).

A finite-element solution of the wave equation on the graph, in which continuity is imposed but the derivative condition is left to emerge from the weak form, also gives $T=0.6906$.

\section{Estimate and exact result compared}

With $kL=n\pi+\delta$ one has $\cot^2kL=\cot^2\delta$, so \eqref{eq:T} can be written and expanded as
\begin{equation}
T=\frac{4\tan^2\delta}{1+4\tan^2\delta}
=4\tan^2\delta-16\tan^4\delta+\dots
=4\delta^2\left(1-\frac{10}{3}\delta^2+\dots\right).
\end{equation}
The last step uses $\tan^2\delta=\delta^2+\tfrac23\delta^4+\dots$, so the coefficient of $\delta^4$ is $\tfrac83-16=-\tfrac{40}{3}$. The scaling estimate \eqref{eq:estimate} is therefore the correct leading term, including its factor 4, and the correction lowers it.

At $kL=3$, $\delta=-0.1416$ and the estimate gives $0.0802$. The exact value is $0.0752$, so the estimate is about 7\% too high relative to it, in line with $\tfrac{10}{3}\delta^2=0.067$. At $|\delta|=0.5$ the estimate gives $1$ and the exact formula $0.544$. At $kL=2.5$, $\delta=-0.642$ and the estimate would be $1.65$, which is no probability. The worked case lies outside its range.

The width of the dip was estimated only roughly, from the point $|\delta|=1/2$ where \eqref{eq:estimate} reaches one. In the exact formula half transmission requires $\cot^2\delta=4$, or $|\delta|=\arctan\tfrac12=0.464$. The estimate \eqref{eq:estimate} itself reaches one half at $|\delta|=1/\sqrt8=0.354$, so the closeness of $0.464$ to $1/2$ is partly accidental, and scaling gives only the order of magnitude of the width. Around the first zero the exact value $|\delta|=0.464$ gives $k=0.2678$ and $0.3605$ per bohr. The full width is $0.0927$ per bohr, against the estimated $0.1$. In energy the two points are $0.976$ and $1.768$ eV. They lie $0.367$ eV below and $0.426$ eV above the zero. The dip is symmetric in $k$, and the unequal distances come from $E=k^2/2$.

What scaling could not supply is the behaviour between the dips. There the transmission reaches one, because the slope of the stub function at the vertex passes through zero.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Stub length L = 10.0 bohr = 0.5292 nm
Wave number k = 0.25 1/bohr
Energy E = 0.03125 hartree = 0.8504 eV
Phase kL = 2.50 rad
sin kL = 0.59847, cos kL = -0.80114
cot kL = -1.33865
cot^2 kL = 1.79198
Amplitude t (formula) = 0.69061 +0.46224 i
Amplitude t (finite elements) = 0.69061 +0.46224 i
T (formula) = 0.69061
T (finite elements) = 0.69061
R = |t-1|^2 = 0.30939
Stub amplitude |A| (formula) = 1.3886
Stub amplitude |A| (finite elements) = 1.3886
Path sum at kL = 2.5: detour terms, t, |t|^2
  0: 0.66667 +0.00000 i, 0.44444
  1: 0.54059 +0.42619 i, 0.47388
  2: 0.66490 +0.50678 i, 0.69892
  3: 0.70242 +0.47467 i, 0.71870
  4: 0.69570 +0.45964 i, 0.69527
  6: 0.68998 +0.46218 i, 0.68968
Three-wire vertex, finite elements, real part of sigma:
  -0.3333  +0.6667  +0.6667
  +0.6667  -0.3333  +0.6667
  +0.6667  +0.6667  -0.3333
Largest vertex-matrix error, v = 1 to 5: 7.2e-06
kL (rad), T formula, T finite elements
  0.5000  0.5442  0.5442
  1.0000  0.9066  0.9066
  1.5708  1.0000  1.0000
  2.0000  0.9502  0.9502
  2.5000  0.6906  0.6906
  3.0000  0.0752  0.0752
  3.1416  0.0000  0.0000
First T = 1: k = 0.15708 1/bohr, E = 0.01234 hartree = 0.3357 eV
First zero at E > 0: k = 0.31416 1/bohr, E = 0.04935 hartree = 1.3428 eV
T = 1/2 below zero: k = 0.26779 1/bohr, E = 0.03586 hartree = 0.9757 eV
T = 1/2 above zero: k = 0.36052 1/bohr, E = 0.06499 hartree = 1.7684 eV
At the zero: sum of detours = -0.66667
At the zero: stub amplitude (finite elements) = 2.0000
Largest amplitude or T error in the scan = 1.0e-04
Largest soft-wall T error in the scan = 4.5e-05
Error ratio on halving the mesh = 4.000
\end{verbatim}
